\section*{Capillary Attraction of a Small Liquid Bridge Between Sphere and Wafer}

\section{Does the water volume have to be known?}

An estimate of the force needed to dislodge a particle after a wet rinse must first settle whether the volume of the leftover water is needed as an input. For a small bridge on a smooth contact it is not needed at leading order: radius, surface tension and the two contact angles suffice. A separation that is not small compared with the gap height at the edge of the liquid, or a bridge that is not small, brings the volume back.

Let a rigid sphere of radius $R$ have its lowest point a distance $D$ above a flat wafer. An axisymmetric bridge of volume $V$ and surface tension $\gamma$ joins them. The contact angles, measured inside the liquid, are $\theta_s$ on the sphere and $\theta_w$ on the wafer. The liquid meets the sphere on a ring of radius $a=R\sin\beta$, where $\beta$ is the filling angle, and the gap height at this ring is $H$. Attraction is counted positive, gravity is neglected, and
\begin{equation}
c=\cos\theta_s+\cos\theta_w .
\end{equation}
``Small'' means $H\ll a\ll R$, with $c$ of order one. The result is
\begin{equation}
F\simeq 2\pi R\gamma c\left(1-\frac DH\right),\qquad
H\simeq\sqrt{D^2+\frac{V}{\pi R}},
\label{law}
\end{equation}
and in the contact limit, $D\ll\sqrt{V/(\pi R)}$,
\begin{equation}
F\simeq2\pi R\gamma(\cos\theta_s+\cos\theta_w).
\label{contact}
\end{equation}
For equal angles $\theta$ this is $4\pi R\gamma\cos\theta$.

\section{First derivation: free energy}

\subsection{Geometry}

Near the axis the sphere surface lies at height
\begin{equation}
h(r)=D+R-\sqrt{R^2-r^2}\simeq D+\frac{r^2}{2R}.
\end{equation}
Setting $r=a$ gives $a^2=2R(H-D)$. The liquid inside the cylinder $r<a$ has volume
\begin{align}
V&\simeq\int_0^a2\pi r\left(D+\frac{r^2}{2R}\right)dr
=\pi a^2D+\frac{\pi a^4}{4R}\nonumber\\
&=2\pi R(H-D)D+\pi R(H-D)^2\nonumber\\
&=\pi R(H-D)(H+D)=\pi R(H^2-D^2).
\label{volume}
\end{align}
The meniscus is not a straight cylinder, but its sideways departure from $r=a$ is of order $H$. The volume error is therefore of order $aH^2$, which is a fraction $H/a$ of the bridge volume.

\subsection{Energy and force}

Wetting a unit area of solid replaces the solid--vapour energy $\gamma_{sv}$ by the solid--liquid energy $\gamma_{sl}$. Young's equation, $\gamma_{sv}-\gamma_{sl}=\gamma\cos\theta$, turns this change into $-\gamma\cos\theta$. Relative to dry solids the free energy is
\begin{equation}
E=\gamma\left(A_{lv}-A_s\cos\theta_s-A_w\cos\theta_w\right),
\end{equation}
where $A_{lv}$ is the free side area and $A_s$, $A_w$ are the wetted areas. Both wetted areas equal $\pi a^2$ at leading order, while $A_{lv}$ is of order $aH$. Hence
\begin{equation}
E\simeq-\gamma c\,\pi a^2=-2\pi R\gamma c(H-D).
\label{energy}
\end{equation}

Raising the sphere slowly by $dD$ against an attraction $F$ requires work $F\,dD$. At constant volume and temperature this work equals $dE$, so $F=(dE/dD)_V$. Differentiating \eqref{volume} at fixed $V$ gives $2H\,dH=2D\,dD$, or $dH/dD=D/H$. Therefore
\begin{equation}
F\simeq-2\pi R\gamma c\left(\frac{dH}{dD}-1\right)
=2\pi R\gamma c\left(1-\frac DH\right).
\end{equation}

A term that is small in $E$ need not be small in its derivative, so the side area must be checked. With fixed angles its leading form is a constant times $aH$. From $a^2=2R(H-D)$,
\begin{equation}
\frac{da}{dD}=\frac Ra\left(\frac DH-1\right)=-\frac{a}{2H},
\qquad
\frac{d(aH)}{dD}=a\left(\frac DH-\frac12\right).
\end{equation}
The neglected force is thus of order $\gamma a$. The retained force, rewritten as $\pi a^2\gamma c/H$, is larger by a factor of order $a/H$. Two other neglected terms behave alike. The ring on the wafer differs in radius from $a$ by a length of order $H$, so the error in $A_w$ is also of order $aH$ and contributes a force of order $\gamma a$. The volume error, of order $aH^2$, changes $dH/dD$ by an amount of order $a/R$, which through \eqref{energy} again gives a force of order $\gamma a$. All these terms are harmless at leading order.

\subsection{What the separation does}

At contact, lifting the sphere slightly leaves $H$ unchanged to first order, since $dH/dD=0$ there. The wetted area $2\pi R(H-D)$ then shrinks at the rate $2\pi R$, whatever the volume. This is the energetic reason for the missing $V$.

The order of limits matters. If $V$ is reduced at fixed $D>0$ until $V/(\pi R)\ll D^2$, then
\begin{equation}
H\simeq D+\frac{V}{2\pi RD},\qquad
F\simeq2\pi R\gamma c\,\frac{V}{2\pi RD^2}=\frac{\gamma cV}{D^2}.
\end{equation}
The force now falls with the volume and no longer depends on $R$. In this range $a^2\simeq V/(\pi D)$, so the condition $H\ll a$ still demands $V\gg D^3$. A drop smaller than that is outside the theory.

\section{Second derivation: pressure and surface tension}

\subsection{Forces on the sphere}

Let $\Delta p$ be the air pressure minus the liquid pressure. Take the sphere together with its contact line as the free body. The pressure deficit acts on the projected wetted area $\pi a^2$ and pulls the sphere down. The meniscus pulls on the ring with force $\gamma$ per unit length. The sphere surface is inclined by $\beta$ at the ring, so the meniscus is inclined by $\theta_s+\beta$ to the horizontal. Thus
\begin{equation}
F=\pi a^2\Delta p+2\pi a\gamma\sin(\theta_s+\beta).
\label{cut}
\end{equation}

\subsection{The suction}

Describe the meniscus by $r(z)$, with $z=0$ on the wafer. The Young--Laplace equation is
\begin{equation}
\frac{\Delta p}{\gamma}=\frac{r''}{(1+r'^2)^{3/2}}-\frac{1}{r\sqrt{1+r'^2}} .
\label{yl}
\end{equation}
For a necked bridge $r''>0$: the curvature in the vertical plane has its centre in the air and lowers the liquid pressure. The hoop curvature has its centre in the liquid and raises the pressure, hence the minus sign.

The first term on the right is the derivative of $r'/\sqrt{1+r'^2}=\cos\psi$, where $\psi$ is the angle between the upward-running tangent and the outward radial direction. At the wafer $\psi=\pi-\theta_w$; at the sphere $\psi=\theta_s+\beta$. Integration over height gives
\begin{equation}
\frac{\Delta p\,H}{\gamma}=\cos(\theta_s+\beta)+\cos\theta_w-I,
\qquad I=\int_0^H\frac{dz}{r\sqrt{1+r'^2}} .
\label{suction}
\end{equation}
Since $r\simeq a$, $I$ is at most of order $H/a$. At leading order $\Delta p=\gamma c/H$, and
\begin{equation}
\pi a^2\Delta p\simeq2\pi R(H-D)\frac{\gamma c}{H}
=2\pi R\gamma c\left(1-\frac DH\right).
\end{equation}
The ring term in \eqref{cut} is smaller by a factor of order $H/a$. This is \eqref{law} again. At contact a larger bridge has an area growing as $a^2$ and a suction falling as $1/H\simeq2R/a^2$; the product retains one factor of $R$ and no volume.

This route also covers a bridge held at fixed suction, as when it exchanges water with vapour of fixed humidity. Then $H\simeq\gamma c/\Delta p$ stays constant and
\begin{equation}
F\simeq2\pi R(\gamma c-\Delta p\,D).
\end{equation}
The force falls linearly with separation, whereas at fixed volume it has the longer tail found above. The contact value is the same. The linear law fails before the force reaches zero. The hoop curvature lowers $H$ by an amount of order $H^2/a$, while $H-D\simeq a^2/(2R)$. The two become comparable once $a$ has shrunk to order $(RH^2)^{1/3}$, which exceeds $H$ by a factor of order $(R/H)^{1/3}$. This factor is large only asymptotically: at the suction of the silica example below, $a/H$ at that point is about 3. Near that point an attractive bridge held at fixed suction reaches its largest possible separation; pulled further, it has no equilibrium shape.

\subsection{First correction at contact}

Set $D=0$, so that $H=a^2/(2R)$ and $H/a=\beta/2$, up to relative corrections of order $\beta^2$. In evaluating $I$ the leading meniscus is enough. Its curvature in the vertical plane is the constant $c/H$; with arc length $s$ running upward, $d\psi/ds=-c/H$. Using $dz=\sin\psi\,ds$ and $1/\sqrt{1+r'^2}=\sin\psi$,
\begin{align}
I&\simeq\frac1a\int\sin^2\psi\,ds
=\frac{H}{ca}\int_{\theta_s}^{\pi-\theta_w}\sin^2\psi\,d\psi\nonumber\\
&=\frac{H}{2ca}\Big[\psi-\sin\psi\cos\psi\Big]_{\theta_s}^{\pi-\theta_w}
=\frac{HK}{2ca}=\frac{\beta K}{4c},
\end{align}
with
\begin{equation}
K=\pi-\theta_s-\theta_w+\sin\theta_s\cos\theta_s+\sin\theta_w\cos\theta_w .
\end{equation}
Now expand $\cos(\theta_s+\beta)\simeq\cos\theta_s-\beta\sin\theta_s$ and use $\pi a^2/H\simeq2\pi R$. The ring term, divided by $2\pi R\gamma$, is $\beta\sin\theta_s$ to this order. Hence
\begin{align}
\frac{F}{2\pi R\gamma}&=c-\beta\sin\theta_s-\frac{\beta K}{4c}
+\beta\sin\theta_s+O(\beta^2)\nonumber\\
&=c-\frac{\beta K}{4c}+O(\beta^2).
\label{correction}
\end{align}
The ring pull is cancelled by the loss of suction caused by the tilt of the sphere surface. What remains is the hoop curvature. Adding the ring pull to \eqref{contact} without correcting the suction would therefore shift the estimate the wrong way. For complete wetting, $c=2$ and $K=\pi$, so $F\simeq4\pi R\gamma(1-\pi\beta/16)$.

Equation \eqref{volume} gives $\beta\simeq[4V/(\pi R^3)]^{1/4}$ at contact. The correction falls only as $V^{1/4}$: sixteen times less liquid halves it.

\section{What each derivation assumes}

Both derivations assume a static, axisymmetric bridge, rigid smooth solids, and $H\ll a\ll R$. They differ in what they require beyond that.

The energy route needs no meniscus shape at leading order. It does need Young's equation, contact lines that move reversibly as $D$ changes, and a statement of what is held fixed. The mechanical route needs the angles present at the moment considered, and it says nothing about how the bridge came to that state. If the contact lines are pinned, so that the angles depend on history, \eqref{cut} and \eqref{suction} still apply with the actual angles, while the differentiation of \eqref{energy} at fixed equilibrium angles does not. The mechanical route also delivers the first correction with little extra work.

The two routes can be compared beyond leading order by solving \eqref{yl} numerically with the full spherical surface. For $\theta_s=20^\circ$, $\theta_w=40^\circ$, $V/R^3=6\times10^{-4}$ and $D/R=0.01$, the force balance gives $F/(R\gamma)=4.491007$. The numerical derivative of the free energy at constant volume gives $4.491009$.

The same solver tests the contact limit. At $\beta=0.01$ and complete wetting, $F/(2\pi R\gamma)=1.99607$, against a limit of 2 and a corrected value $2-0.01\times0.3927=1.99607$. For angles of $120^\circ$ and $100^\circ$, $c$ is negative and the scaled force is $-0.678$: this axisymmetric equilibrium pushes the solids apart. Whether it is stable against sliding sideways is not examined here. As $c$ approaches zero, the leading term loses its dominance over the terms of order $\beta$, and \eqref{contact} ceases to be a useful estimate.

For the finite-gap law, take the $20^\circ$, $40^\circ$ pair with $V/R^3=10^{-8}$. At $D=\sqrt{V/(\pi R)}$ the numerical value of $F/(R\gamma)$ is 3.147 and \eqref{law} gives 3.139.

\section{A silica particle after a rinse}

Consider a silica sphere with $R=500$ nm on an oxidised silicon wafer. Rough values are $\gamma=0.072$ N/m for clean water, $\theta_s=20^\circ$ and $\theta_w=40^\circ$; the volume is chosen as $1.5\times10^5$ nm$^3$. Then $c=1.7057$, and since 1 N/m equals 1 nN/nm, the contact law gives
\begin{equation}
F\simeq2\pi(500)(0.072)(1.7057)\ \text{nN}=386\ \text{nN}
=3.86\times10^{-7}\ \text{N}.
\end{equation}
The numerical meniscus has $\beta=0.203$, $a=101$ nm and $H=10.3$ nm, so $H/a\simeq0.10$. With $K/(4c)=0.426$, the corrected estimate is
\begin{equation}
F\simeq2\pi(500)(0.072)\,[1.7057-0.2034(0.4262)]\ \text{nN}=366\ \text{nN}.
\end{equation}
The full numerical force is also 366 nN to this precision, made up of 342 nN from suction and 24 nN from the ring. The contact law lies 5.5\% above it.

At fixed volume and sphere angle, changing the wafer angle from $0^\circ$ to $80^\circ$ lowers the numerical force from 420 to 232 nN. The contact law gives 439 and 252 nN. Doubling the radius at fixed volume and angles multiplies the force by 2.046. The excess over 2 is expected from \eqref{correction}, because $\beta$ falls as $R^{-3/4}$ and the negative correction shrinks.

\subsection{Comparison with the real contact}

A sphere one micrometre across is large for a colloidal silica abrasive; it better represents an oversize particle. Real surfaces are rough, which breaks the assumption $D=0$. If roughness is represented by a uniform 1 nm standoff at the same volume, the numerical force drops from 366 to 331 nN, about 9\%; the gap law gives 347 nN. A few tall asperities, or a bridge confined to one of them, would need a different geometry. Surfactant residues lower $\gamma$, and the force follows in proportion if the angles and volume stay fixed.

Dispersion attraction acts in addition. Taking the pressure between plates as $A/(6\pi h^3)$, and using $r\,dr=R\,dh$ for the sphere,
\begin{equation}
F_{\rm disp}=2\pi R\int_{D_0}^{\infty}\frac{A}{6\pi h^3}\,dh=\frac{AR}{6D_0^2}.
\end{equation}
An assumed Hamaker constant $A=10^{-20}$ J for silica and oxide through water and an assumed cutoff $D_0=0.3$ nm give 9.3 nN, about 2.5\% of the capillary force. Since the result is proportional to $A/D_0^2$ and neither input is known precisely, only its order of magnitude is meaningful. A standoff of 0.3 nm would also lower the capillary force by about 10 nN, so the two effects are of the same size and opposite sign. The particle weight is about $10^{-5}$ nN.

The solids also flatten. An indentation $\delta$ has contact radius of order $\sqrt{R\delta}$ and stress of order $Y\delta/\sqrt{R\delta}$, where $Y$ is an elastic modulus. The force is then of order $Y R^{1/2}\delta^{3/2}$, so $\delta\sim[F^2/(RY^2)]^{1/3}$. With $Y=50$ GPa this is about 0.5 nm, or 5\% of the gap at the ring.

The suction is 10.7 MPa, which puts the water under a tension $t=10.6$ MPa after subtracting atmospheric pressure. A vapour bubble of radius $r$ costs $4\pi r^2\gamma-\tfrac43\pi r^3t$, which is largest at $r=2\gamma/t=13.6$ nm. Its diameter exceeds the 10.3 nm gap, so this spherical bubble does not fit, and its barrier is about $1.4\times10^4\,k_BT$ at 298 K. Nucleation on a defect of the solid is not covered by this estimate.

Evaporation is the stronger limitation on a fixed volume. Suction lowers the chemical potential of water by $v\Delta p$, with molecular volume $v=0.030$ nm$^3$. Equating this to the ideal-vapour value gives a relative humidity $\exp[-v\Delta p/(k_BT)]=0.925$. In drier air the bridge shrinks. Within the smooth-contact model at fixed angles, partial drying does not release the particle: the force rises slightly towards 386 nN. This trend belongs to $D=0$ and is easily reversed. With a small standoff the scaled force is roughly $c(1-D/H)-\beta K/(4c)$. On drying, the loss $cD/H$ grows as $V^{-1/2}$, while the correction $\beta K/(4c)$ shrinks only as $V^{1/4}$. The force therefore rises only if $D\lesssim\beta KH/(8c^2)$, which is about 0.3 nm for this bridge, although $H$ is 10 nm. With the 1 nm standoff the numerical force falls on drying, from 331 nN to 301 nN at a quarter of the volume and to 238 nN at a sixteenth. On a rough contact, partial drying thus weakens the bridge in this model. The numerical output follows.

\section*{Computed results}
\begin{verbatim}
Contact: F/(2 pi R gamma) at beta=0.01, limit c; slope num, formula
 angles   0,  0 deg: 1.99607, 2.00000; 0.3927, 0.3927
 angles  20, 40 deg: 1.70147, 1.70574; 0.4262, 0.4262
 angles  60, 30 deg: 1.36156, 1.36603; 0.4460, 0.4460
 angles  10,100 deg: 0.80740, 0.81116; 0.3765, 0.3765
 angles 120,100 deg: -0.67848, -0.67365; 0.4832, 0.4832
Force/(R gamma), V/R^3=0.0006, D/R=0.01: cut 4.491007, energy 4.491009
Finite gap, V/R^3=1e-08: F/(R gamma) numerical, law
 D/sqrt(V/(pi R))=0.3: 7.6274, 7.6378
 D/sqrt(V/(pi R))=1.0: 3.1467, 3.1391
Example: R=500 nm, gamma=0.072 N/m, V=150000 nm^3
Contact angles: sphere 20 deg, wafer 40 deg; c=1.7057
Filling angle: 0.2034 rad; leading estimate 0.1977 rad
Ring radius on sphere: 101.0 nm
Ring radius on wafer: 100.2 nm
Gap height at sphere ring: 10.31 nm
Suction: 10.66 MPa
Suction part of force: 341.6 nN
Ring-tension part of force: 24.0 nN
Full numerical force: 365.6 nN
Contact-law force: 385.8 nN
Force with first correction: 366.2 nN
Contact law above numerical: 5.5 %
Wafer angle: numerical force, contact-law force
  0 deg: 419.5 nN, 438.7 nN
 40 deg: 365.6 nN, 385.8 nN
 80 deg: 232.2 nN, 251.8 nN
Radius 1000 nm, same volume: 748.1 nN, ratio 2.046
Standoff 1.0 nm: numerical 331.4 nN, gap law 346.6 nN
Dispersion force: 9.3 nN (Hamaker 1e-20 J, cutoff 0.3 nm)
Elastic indentation scale: 0.47 nm (modulus 50 GPa), 4.6 % of gap
Particle weight: 1.13e-05 nN (density 2200 kg/m^3)
Liquid tension: 10.56 MPa
Critical bubble radius: 13.6 nm
Bulk cavitation barrier: 13623 kT
Water volume per molecule: 0.0300 nm^3
Equilibrium relative humidity at 298.15 K: 92.5 %
\end{verbatim}
